# Third harmonic from the cubic charge-voltage law of two opposed sheaths

If both sheaths of a symmetric radiofrequency discharge are given a uniform ion density and a constant total charge, each is a nonlinear capacitor, yet the pair behaves as a linear one. The quadratic voltages cancel, and a sinusoidal current produces a sinusoidal voltage. A model built on this cancellation leaves no sheath origin for a third harmonic, which must then be blamed on the generator or on the bulk plasma. The cancellation belongs to the uniform density. Ions speed up towards an electrode and thin out, which adds a cubic term to the charge-voltage law, and that term survives when the two sheaths are combined.

Let the plasma lie between two identical plane electrodes. In sheath 1, let $x$ be the distance from the electrode and $n(x)$ the ion density, taken as constant in time because the ions are too heavy to follow the radiofrequency field. The electrons have a sharp edge at $x=s(t)$: none are present for $x<s$, and the plasma is neutral beyond. The bare ion charge per area is

$$Q=e\int_0^s n\,dx .$$

Let $\sigma(x)$ be the ion charge per area between the electrode and $x$. The field vanishes at the electron edge, so Gauss's law gives a field of magnitude $(Q-\sigma)/\varepsilon_0$ at $x<s$, directed towards the electrode. The sheath voltage, plasma minus electrode, is therefore

$$V(Q)=\frac1{\varepsilon_0}\int_0^{s}\left[Q-\sigma(x)\right]dx .$$

When this is differentiated with respect to $Q$, the moving upper limit contributes nothing, because the integrand vanishes there. With $dQ=e\,n(s)\,ds$,

$$\frac{dV}{dQ}=\frac{s}{\varepsilon_0},\qquad \frac{d^2V}{dQ^2}=\frac{1}{\varepsilon_0 e\,n(s)} .$$

A uniform density makes the second derivative constant, and since $V$ and $s$ both vanish at $Q=0$, the law is then $V\propto Q^2$. If the density rises towards the plasma, the second derivative falls as $Q$ grows, so the third derivative is negative.

The net charge between the electrodes is $Q_1+Q_2$. It can change only when particles reach the electrodes. Suppose for now that this change within a period is negligible, and write $Q_1=Q_0+q$ and $Q_2=Q_0-q$ with $Q_0$ constant. The current density is then $dq/dt$. With plasma potential $\phi_p$, the potential of electrode 2 minus that of electrode 1 is

$$V_{ab}=(\phi_p-V_2)-(\phi_p-V_1)=V(Q_0+q)-V(Q_0-q).$$

For $V=a_2Q^2+a_3Q^3$ the two differences are

$$(Q_0+q)^2-(Q_0-q)^2=4Q_0q,$$

$$(Q_0+q)^3-(Q_0-q)^3=6Q_0^2q+2q^3,$$

and hence

$$V_{ab}=\left(4a_2Q_0+6a_3Q_0^2\right)q+2a_3q^3 .$$

The quadratic law leaves a linear term alone; the cubic law leaves a cube. For a sinusoidal current, $q=\hat q\cos\theta$ with $\theta=\omega t$ and a suitable origin of time. Using $\cos^3\theta=(3\cos\theta+\cos3\theta)/4$,

$$V_{ab}=\left(4a_2Q_0\hat q+6a_3Q_0^2\hat q+\tfrac32a_3\hat q^3\right)\cos\theta+\tfrac12a_3\hat q^3\cos3\theta .$$

For any smooth law, the Taylor series about $Q_0$ gives

$$V_{ab}=2V'(Q_0)\,q+\tfrac13V'''(Q_0)\,q^3+\cdots .$$

Even powers cancel and odd powers double. What matters is thus the third derivative at the mean charge, not the coefficient of $Q^3$ alone. A quartic term $a_4Q^4$, for instance, adds a linear term and the cube $8a_4Q_0q^3$ to $V_{ab}$, and so $2a_4Q_0\hat q^3$ to the third harmonic.

The size of the cubic term follows from the ion motion. Assume that the ions are collisionless, respond to the time-averaged field, and cross the furthest position of the electron edge with density $n_s$ and the Bohm speed $u_B=\sqrt{kT_e/M}$, where $T_e$ is the electron temperature and $M$ the ion mass. Assume also that each sheath collapses fully once per period, so that $\hat q=Q_0$ and $Q_1=Q_0(1+\cos\theta)$.

Label a point in the sheath by an angle $\varphi$ through $\sigma=Q_0(1+\cos\varphi)$. The furthest edge is $\varphi=0$ and the electrode is $\varphi=\pi$. The point lies in the bare region when $Q_1>\sigma$, that is, for $|\theta|<\varphi$. Its mean field is

$$\bar E=\frac{1}{2\pi}\int_{-\varphi}^{\varphi}\frac{Q_0}{\varepsilon_0}(\cos\theta-\cos\varphi)\,d\theta=\frac{Q_0}{\pi\varepsilon_0}\,g(\varphi),\qquad g=\sin\varphi-\varphi\cos\varphi .$$

Let $u$ be the ion speed towards the electrode. It rises as $x$ falls, so $Mu\,du/dx=-e\bar E$. Without ionization in the sheath the flux is conserved, $nu=n_su_B$, and $d\sigma/dx=en=en_su_B/u$. Dividing one equation by the other removes both $x$ and the factor $u$:

$$\frac{du}{d\sigma}=-\frac{\bar E}{Mn_su_B}.$$

Insert $d\sigma=-Q_0\sin\varphi\,d\varphi$, divide by $u_B$, use $Mu_B^2=kT_e$, and set $w=u/u_B$:

$$\frac{dw}{d\varphi}=H\sin\varphi\,g(\varphi),\qquad H=\frac{Q_0^2}{\pi\varepsilon_0n_skT_e}.$$

The two parts of the integral are $\int\sin^2\varphi\,d\varphi=\varphi/2-\sin2\varphi/4$ and $\int\varphi\sin\varphi\cos\varphi\,d\varphi=-\varphi\cos2\varphi/4+\sin2\varphi/8$. With $w(0)=1$,

$$w=1+H\left(\frac{\varphi}{2}+\frac{\varphi\cos2\varphi}{4}-\frac{3\sin2\varphi}{8}\right),\qquad w(\pi)=1+\frac{3\pi H}{4}.$$

Since $1/n=w/n_s$, the second derivative of the voltage is $V''=w/(\varepsilon_0en_s)$. Differentiating once more, with the equation for $du/d\sigma$ taken at $\sigma=Q$, gives

$$V'''(Q)=-\frac{\bar E(Q)}{\varepsilon_0e\,n_s^2\,kT_e}.$$

In this model the cubic correction is ion acceleration: it is negative, and proportional to the mean field at the place where the electron edge stands. With the voltage scale $U=Q_0^2/(\varepsilon_0en_s)$ it reads $Q_0^3V'''=-HU\,g(\varphi)$. At the mean charge, $\varphi=\pi/2$ and $g=1$, so $V'''(Q_0)=-HU/Q_0^3$.

The whole third harmonic, and not just its local cubic part, can now be found. Let $y=q/Q_0=\cos\theta$ and $V_{ab}=f(y)$. Charges $Q_0+q$ and $Q_0-q$ correspond to $\varphi=\theta$ and $\varphi=\pi-\theta$, so

$$f'''(y)=-HU\left[g(\theta)+g(\pi-\theta)\right]=-HU\left[2\sin\theta+(\pi-2\theta)\cos\theta\right].$$

The bracket is 2 at the mean charge and $\pi$ at the extremes. A pure cubic would have a constant third derivative, so the local cubic should carry most of the harmonic.

The coefficient of $\cos3\theta$ is $V_3=(2/\pi)\int_0^\pi f\cos3\theta\,d\theta$. Three integrations by parts bring in $f'''$; each boundary term contains a sine that vanishes at both ends. The first uses $df/d\theta=-f'\sin\theta$. The second uses $\sin\theta\sin3\theta=d(\sin^3\theta\cos\theta)/d\theta$, and the third $\sin^4\theta\cos\theta=d(\sin^5\theta/5)/d\theta$:

$$\int_0^\pi f\cos3\theta\,d\theta=\frac13\int_0^\pi f'\sin\theta\sin3\theta\,d\theta=\frac13\int_0^\pi f''\sin^4\theta\cos\theta\,d\theta=\frac1{15}\int_0^\pi f'''\sin^6\theta\,d\theta .$$

For the first part of $f'''$ one needs $\int_0^\pi\sin^7\theta\,d\theta=2\cdot\frac23\cdot\frac45\cdot\frac67=\frac{32}{35}$. For the second, a further integration by parts gives

$$\int_0^\pi(\pi-2\theta)\cos\theta\sin^6\theta\,d\theta=\frac27\int_0^\pi\sin^7\theta\,d\theta .$$

Therefore

$$V_3=-\frac{2HU}{15\pi}\left(2+\frac27\right)\frac{32}{35}=-\frac{1024}{3675\pi}HU .$$

The local cubic $-HUy^3/3$ alone would give $-HU/12$, which is 94% of this. The remainder comes from higher odd powers of $q$.

The fundamental is needed for comparison. One integration by parts gives $V_1=(2/\pi)\int_0^\pi f'\sin^2\theta\,d\theta$. Here $f'=Q_0[s(Q_0+q)+s(Q_0-q)]/\varepsilon_0$, and the two edge positions contribute equally, because $\theta\to\pi-\theta$ exchanges them. From $ds=w\,d\sigma/(en_s)$,

$$s(\theta)=s_0\int_\theta^\pi w\sin\varphi\,d\varphi,\qquad s_0=\frac{Q_0}{en_s},\qquad U=\frac{Q_0s_0}{\varepsilon_0}.$$

Let $G=\theta/2-\sin2\theta/4$, the integral of $\sin^2\theta$ from zero. Since $G(0)=0$ and $s(\pi)=0$, integration by parts gives

$$V_1=\frac{4U}{\pi}\int_0^\pi w\sin\theta\,G\,d\theta .$$

The integral of $\sin\theta\,G$ from zero is $K=g/2-\sin^3\theta/6$, with $K(\pi)=\pi/2$. A last integration by parts gives

$$\int_0^\pi w\sin\theta\,G\,d\theta=\frac{\pi}{2}w(\pi)-H\int_0^\pi\left(\frac{g^2\sin\theta}{2}-\frac{g\sin^4\theta}{6}\right)d\theta .$$

To evaluate the first piece, expand $g^2$. Its three terms contribute

$$\int_0^\pi\sin^3\theta\,d\theta=\frac43,\qquad -2\int_0^\pi\theta\sin^2\theta\cos\theta\,d\theta=\frac89,\qquad \int_0^\pi\theta^2\sin\theta\cos^2\theta\,d\theta=\frac{\pi^2}{3}-\frac{28}{27},$$

whose sum is $\pi^2/3+32/27$. The second piece is

$$\int_0^\pi g\sin^4\theta\,d\theta=\left(1+\frac15\right)\int_0^\pi\sin^5\theta\,d\theta=\frac65\cdot\frac{16}{15}=\frac{32}{25}.$$

The subtracted term is thus $H(\pi^2/6+16/27-16/75)=H(\pi^2/6+256/675)$. With $\frac{\pi}{2}w(\pi)=\pi/2+3\pi^2H/8$,

$$V_1=U\left[2+H\left(\frac{5\pi}{6}-\frac{1024}{675\pi}\right)\right].$$

For $H\to0$ the ions are not accelerated, $V_1\to2U$ as for a uniform sheath, and $|V_3|/V_1$ vanishes in proportion to $H$. This limit is formal. Since $H=s_0^2/(\pi\lambda_D^2)=eU/(\pi kT_e)$, with $\lambda_D$ the Debye length at the sheath edge, small $H$ means a swing shorter than $\lambda_D$ and a voltage scale below $kT_e/e$. A sharp edge and full collapse then no longer describe a real sheath, and the formulas should be used only for $H$ above about one. As $H$ grows the ratio rises towards 4.15%, a limit that this model, with full collapse, approaches but never reaches. At fixed $n_s$ and $T_e$, $V_3$ varies as $Q_0^4$ rather than as the cube of the amplitude, because a larger charge swing also strengthens the mean field that creates the cubic term.

The maximum sheath width follows from $s$ at $\theta=0$. Integrating by parts with $dw/d\varphi=H\sin\varphi\,g$,

$$\frac{s_m}{s_0}=w(\pi)+1+H\int_0^\pi g\sin\varphi\cos\varphi\,d\varphi=2+\frac{3\pi H}{4}-\frac{\pi H}{3}=2+\frac{5\pi H}{12}.$$

Consider an argon discharge at 27.12 MHz with a current density amplitude $J_0=6$ mA/cm², $T_e=3$ eV and $n_s=3\times10^9$ cm⁻³. The charge amplitude is $Q_0=J_0/\omega=0.0352$ nC/cm², which gives $s_0=0.733$ mm and $U=29.1$ V. Since $H=eU/(\pi kT_e)$, one has $H=29.13/(3\pi)=3.09$. The maximum width is $s_m=4.43$ mm, and the ion density falls by a factor of 8.28 from edge to electrode. The ions arrive with $\frac12kT_e\,w(\pi)^2=103$ eV: the mean sheath voltage of 101.4 V supplies most of it, and the Bohm energy of 1.5 eV the rest. The harmonics are

$$V_1=29.13\,(2+2.135\times3.091)\ \text{V}=250.5\ \text{V},\qquad V_3=-0.0887\times3.091\times29.13\ \text{V}=-7.99\ \text{V},$$

a ratio of 3.2%. The negative sign means that the third harmonic opposes the fundamental at its crest and flattens it. An independent calculation, which follows the ions in position and integrates the instantaneous field over the sheath, gives the same 250.5 V and −7.99 V. With ion acceleration switched off, its third harmonic falls to rounding error, $3\times10^{-16}U$. Each sheath alone has a second harmonic of 19.1 V, which cancels in the pair, and a third harmonic of −3.99 V, which doubles.

The harmonic appears in the voltage because the current was taken as sinusoidal, which requires a circuit that blocks current at the harmonics. If the voltage is sinusoidal instead, the harmonic moves to the current. Keep the ion profile fixed and write $V_{ab}/U=c_1y-Hy^3/3+\cdots$. The slope is $c_1=2s(Q_0)/s_0$, where

$$\frac{s(Q_0)}{s_0}=\int_{\pi/2}^{\pi}w\sin\varphi\,d\varphi=w(\pi)+H\int_{\pi/2}^{\pi}g\sin\varphi\cos\varphi\,d\varphi=1+H\left(\frac{5\pi}{12}-\frac19\right).$$

The last integral is $-\frac13-\left(\frac{\pi}{3}-\frac29\right)$. Put $y=y_1\cos\theta+y_3\cos3\theta$ with $y_3$ of order $y_1^3$. The voltage has no third harmonic if $c_1y_3-Hy_1^3/12=0$, so to leading order

$$\frac{y_3}{y_1^3}=\frac{H}{12c_1},\qquad c_1=2+H\left(\frac{5\pi}{6}-\frac29\right).$$

This is 0.0274 here; numerical inversion, at the voltage for which $y$ peaks at 0.2, gives 0.0276. The current is the time derivative of the charge, so its harmonic ratio is three times larger. At a voltage amplitude of 242.5 V, for which the charge again peaks at $Q_0$, the third harmonic of the current is 9.8% of the fundamental. The same nonlinearity is thus about three times as visible in the current as in the voltage.

The parameters are round values chosen separately for illustration, not obtained from a balance of ionization and loss. The pressure of 3 mTorr is low for capacitive etching discharges and was chosen to suit collisionless ions. With a gas temperature of 300 K and a rough ion cross section of $10^{-14}$ cm², the mean free path is about 10 mm, against a sheath of 4.4 mm. Adding a drag $-Mu^2/\lambda$ to the ion equation, with $\lambda$ the mean free path, lowers the harmonic ratio only from 3.19% to 3.11%, but the harmonics themselves fall by 12 to 14%, to $V_1\approx221$ V and $V_3\approx-6.9$ V. At ten times the pressure the mean free path would be shorter than this sheath, and the collisionless formulas should not be used. If the electrodes are unequal, the cancellation of even harmonics fails, by an amount not estimated here.

A larger change comes from incomplete collapse. For Maxwellian electrons, the mean of $\exp(-eV/kT_e)$ over a period must equal its value at the floating potential, so the smallest sheath voltage cannot exceed that potential, $(kT_e/e)\ln\sqrt{M/(2\pi m)}=14.0$ V, with $m$ the electron mass. Taking this upper limit leaves a charge of $0.30Q_0$ at collapse. At fixed current, $V_1$ rises to 426 V, while $V_3$ stays at −7.99 V. The reason lies in $V'''$: it depends on the mean field in the region swept by the electron edge, and that field depends on $Q_1-\sigma$, which the residual charge does not alter there. The residual charge adds a layer next to each electrode that is never neutralized. The layer widens the sheath by a constant amount and so adds a voltage linear in $q$. The ratio drops to 1.9%, and a real discharge of this kind should lie between the two cases as far as this effect is concerned.

The assumptions of static ions and constant total charge are controlled by the same number. The ion transit time is $\int dx/u=\int d\sigma/(en_su_B)=2Q_0/(en_su_B)$, or 14.8 periods. The ion charge lost to an electrode in one period is therefore $2Q_0/14.8=0.14Q_0$. The effect on the ratio depends on how electrons restore this charge. With the ion profile held fixed, a burst that lifts the sheath charge from zero to $0.14Q_0$ at each collapse raises the mean charge and gives 2.8%. A sheath that stays collapsed while the electrons leave lowers the mean charge and gives 3.6%. At lower frequency, with $Q_0$, $n_s$ and $T_e$ fixed, this drift grows in proportion to the period.

Further effects concern the electrons. The Debye length is 0.24 mm at the sheath edge, about 5% of the maximum width, and 0.68 mm at the electrode, close to $s_0$, so the electron edge is not truly sharp. Nor is the plasma that refills a sheath free of field: its density falls towards the electrode, and warm electrons then require a voltage of up to $(kT_e/e)\ln8.28=6.3$ V. The same field also accelerates the ions, which the mean field $\bar E$ above leaves out. The resulting changes in $V_1$ and $V_3$ are not included here. Electron inertia gives a voltage of 2.4 V at the drive frequency, 1% of $V_1$, if the whole 4 cm gap is counted as bulk with a density of $6\times10^9$ cm⁻³. For fixed bulk density and length this voltage is linear in the current, so it creates no harmonic when the current is sinusoidal. The thin electrons that refill the sheaths have an inertia that varies with the charge, and this does create a harmonic, which is left out here. Under voltage drive the bulk inertia matters more. Inertia opposes the capacitive voltage of the sheaths, and relative to that voltage it grows as frequency squared, to 8.7% at $3\omega$. At a given fundamental current this raises the third harmonic of the current by a factor of roughly $1/(1-0.087)$, about 10%. Nearer to the series resonance of bulk and sheaths the correction would no longer be small, and the current harmonic would have to be found from the full circuit equation.

Each correction was taken alone. In the three whose effect on $V_3$ was computed, namely collisions, residual charge and charge drift, the part of the third harmonic in phase with $\cos3\theta$ remains negative. Within these estimates the third harmonic keeps its sign and amounts to roughly 2 to 3.6% of the fundamental voltage. The electron terms left out above, and the corrections acting together, can shift this figure, so it is not a prediction for a measured discharge. Most of the values behind these figures are listed in the numerical output.

## Computed results

```
Frequency: 27.12 MHz
Current density amplitude: 6 mA/cm2
Electron temperature: 3 eV
Sheath-edge ion density: 3e+09 cm^-3
Gas pressure: 3 mTorr
Gas temperature: 300 K
Ion cross section (rough): 1e-14 cm2
Electrode gap: 4 cm
Bulk electron density: 6e+09 cm^-3
Charge amplitude Q0: 0.03521 nC/cm2
Length s0: 0.7326 mm
Voltage scale U: 29.13 V
Parameter H: 3.091
Bohm speed: 2.692 km/s
Maximum sheath width: 4.429 mm
Density ratio, edge to electrode: 8.283
Mean sheath voltage: 101.4 V
Peak sheath voltage: 242.5 V
Ion energy at electrode: 102.9 eV
Second harmonic of one sheath: 19.07 V
Third harmonic of one sheath: -3.994 V
Total fundamental V1, numerical: 250.5 V
Total fundamental V1, formula: 250.5 V
Total third harmonic V3, numerical: -7.987 V
Total third harmonic V3, formula: -7.987 V
V3 from local cubic term alone: -7.504 V
Local cubic share of V3: 93.96 %
Ratio |V3|/V1: 3.188 %
Large-H limit of |V3|/V1: 4.154 %
Uniform-density |V3|/U, numerical: 2.8e-16
Voltage drive: small-amplitude y3/y1^3, numerical: 0.02764
Voltage drive: small-amplitude y3/y1^3, formula: 0.02739
Voltage drive: third/first current harmonic: 9.784 %
Ion mean free path: 10.36 mm
|V3|/V1 with ion collisions: 3.111 %
Floating potential, upper estimate of residual: 14.04 V
Residual charge/Q0: 0.3034
V1 with residual charge: 425.6 V
V3 with residual charge: -7.987 V
|V3|/V1 with residual charge: 1.877 %
Ion charge lost per period/Q0: 0.1355
|V3|/V1 with charge drift: 2.795 %
Debye length at sheath edge: 0.2351 mm
Ion plasma frequency/drive frequency: 0.0672
Ion transit time/period: 14.76
Bulk inertia voltage: 2.419 V
Bulk inertia/sheath voltage at drive frequency: 0.9654 %
Same ratio at third harmonic: 8.689 %
```
